# Buffer capacity of a polyprotic acid as a proton-number variance: verification in Python

```python
"""
Result under test: for an acid with N dissociable protons at total concentration C,
    dC_b/dpH = ln(10) * ( [H+] + [OH-] + C * Var(n) ),
so the acid's own buffer capacity is C*ln(10)*Var(n), which is never negative.
C_b : strong base added per volume (mol/L);  n : protons bound to one acid unit;
h = [H+] in mol/L;  pH = -log10(h);  P(h) = sum_n B_n h^n : binding polynomial,
with B_0 = 1 and log10(B_n) = sum of the last n pKa values.
The model acid has round parameters, roughly in the regime of citrate-buffered baths.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

LN10 = np.log(10.0)
KW = 1.0e-14                       # (mol/L)^2, round value
PKA = np.array([3.0, 4.5, 6.0])    # from the fully protonated form downwards
C_ACID = 0.020                     # mol/L
SALT = 0.100                       # mol/L of 1:1 background salt
PH0 = 5.0
N = len(PKA)


def fractions_by_loss(pH, pKa):
    """Fractions of acid that have lost 0, 1, ..., N protons, by successive mass action."""
    ratios = np.concatenate(([1.0], np.cumprod(10.0 ** (pH - np.asarray(pKa)))))
    return ratios / ratios.sum()


def mean_bound(pH, pKa):
    f = fractions_by_loss(pH, pKa)
    return float(np.dot(np.arange(len(pKa), -1, -1), f))


def binding_coefficients(pKa):
    return np.concatenate(([1.0], 10.0 ** np.cumsum(np.asarray(pKa)[::-1])))


def binding_moments(pH, pKa):
    """Mean and variance of n from the terms of the binding polynomial."""
    n = np.arange(len(pKa) + 1)
    terms = binding_coefficients(pKa) * 10.0 ** (-pH * n)
    p = terms / terms.sum()
    mean = np.dot(n, p)
    return float(mean), float(np.dot((n - mean) ** 2, p))


def water_capacity(pH):
    h = 10.0 ** (-pH)
    return LN10 * (h + KW / h)


def capacity(pH, pKa=PKA, c=C_ACID):
    return water_capacity(pH) + LN10 * c * binding_moments(pH, pKa)[1]


def base_needed(pH, pKa=PKA, c=C_ACID):
    """Strong base (negative: strong acid) that electroneutrality demands, mol/L."""
    h = 10.0 ** (-pH)
    return KW / h - h + c * (len(pKa) - mean_bound(pH, pKa))


def solve_pH(base):
    return brentq(lambda x: base_needed(x) - base, 0.0, 14.0, xtol=1e-13, rtol=1e-14)


def titration_slope(pH, step=1.0e-6):
    """Slope of the titration curve, from pH values solved at two base additions."""
    base = base_needed(pH)
    return 2 * step / (solve_pH(base + step) - solve_pH(base - step))


# Symbolic identity: second logarithmic derivative of P equals a sum of positive terms
hs, b1, b2, b3 = sp.symbols("h b1 b2 b3", positive=True)
coef = [sp.Integer(1), b1, b2, b3]
poly = sum(coef[k] * hs**k for k in range(4))
second = hs * sp.diff(hs * sp.diff(sp.log(poly), hs), hs)
pairs = sum((i - j) ** 2 * coef[i] * coef[j] * hs ** (i + j)
            for i in range(4) for j in range(i)) / poly**2
assert sp.cancel(sp.together(second - pairs)) == 0

# Titration curve against the variance formula
table = []
for pH in np.arange(2.0, 8.01, 1.0):
    mean, var = binding_moments(pH, PKA)
    slope = titration_slope(pH)
    assert abs(slope / capacity(pH) - 1) < 1e-4     # finite-difference error
    table.append((pH, mean, var, LN10 * C_ACID * var, water_capacity(pH), slope))

# Random acids, pKa values in any order: slope positive and equal to the variance
rng = np.random.default_rng(7)
smallest_slope, worst_gap, trials, d = np.inf, 0.0, 400, 1e-4
for _ in range(trials):
    size = int(rng.integers(1, 5))
    pk = rng.uniform(3, 9, size)
    x = rng.uniform(2, 10)
    slope = -(mean_bound(x + d, pk) - mean_bound(x - d, pk)) / (2 * d)
    var = binding_moments(x, pk)[1]
    smallest_slope = min(smallest_slope, slope)
    worst_gap = max(worst_gap, abs(slope - LN10 * var))
    assert slope / LN10 <= size**2 / 4 + 1e-5
assert smallest_slope > 0 and worst_gap < 5e-6

# Proton counting over the microstates of three interacting sites
site_pK, repulsion, x = np.array([4.2, 4.8, 5.2]), 0.7, 5.0
macro, counts, weights = np.zeros(4), [], []
for state in itertools.product((0, 1), repeat=3):
    k = sum(state)
    log_b = np.dot(state, site_pK) - repulsion * k * (k - 1) / 2
    macro[k] += 10.0**log_b
    counts.append(k)
    weights.append(10.0 ** (log_b - k * x))
micro_var = np.cov(counts, aweights=weights, ddof=0)
macro_pKa = np.diff(np.log10(macro))[::-1]
micro_slope = -(mean_bound(x + d, macro_pKa) - mean_bound(x - d, macro_pKa)) / (2 * d)
assert abs(micro_slope - LN10 * float(micro_var)) < 1e-6

# Area under the acid's capacity curve, per mole of acid
area = quad(lambda y: LN10 * binding_moments(y, PKA)[1], -6, 16,
            points=list(PKA), limit=300, epsabs=1e-10)[0]
assert abs(area - N) < 1e-6

# Independent quasi-sites from the roots of the binding polynomial
roots = np.roots(binding_coefficients(PKA)[::-1])
assert np.all(np.abs(np.imag(roots)) < 1e-12) and np.all(np.real(roots) < 0)
quasi_pK = np.sort(-np.log10(-np.real(roots)))


def bell_sum(pH, pks):
    q = 1 / (1 + 10.0 ** (pH - np.asarray(pks)))
    return float(np.sum(q * (1 - q)))


mean0, var0 = binding_moments(PH0, PKA)
assert abs(bell_sum(PH0, quasi_pK) - var0) < 1e-9
grid = np.linspace(3, 6, 601)
var_grid = np.array([binding_moments(y, PKA)[1] for y in grid])
assert var_grid.max() < N / 4

# Cooperative diprotic acid: second proton leaves more easily than the first
coop_pKa = [7.0, 3.0]
coop_slope = -(mean_bound(5 + d, coop_pKa) - mean_bound(5 - d, coop_pKa)) / (2 * d)
coop_var = coop_slope / LN10
assert 2 / 4 < coop_var < 2**2 / 4

# Strong acid released by the process
beta0 = capacity(PH0)
release = 1.0e-3
shift_linear = -release / beta0
shift_full = solve_pH(base_needed(PH0) - release) - PH0
assert abs(shift_linear / shift_full - 1) < 0.05    # curvature over a finite step

# Neglected effect: ionic strength changes during titration (Davies equation, 25 C)
T0, EPS_R = 298.15, 78.4
DEBYE = (const.e**3 * np.sqrt(2000 * const.N_A) /
         (8 * np.pi * LN10 * (const.epsilon_0 * EPS_R * const.k * T0) ** 1.5))
LOSS = np.arange(N + 1)


def davies(I):
    return np.sqrt(I) / (1 + np.sqrt(I)) - 0.3 * I


def base_and_strength(pH, pKa):
    h = 10.0 ** (-pH)
    c = C_ACID * fractions_by_loss(pH, pKa)
    base = KW / h - h + np.dot(LOSS, c)
    return base, SALT + 0.5 * (base + h + KW / h + np.dot(LOSS**2, c))


I_REF = base_and_strength(PH0, PKA)[1]


def base_with_activity(pH):
    I = I_REF
    for _ in range(80):
        pk = PKA - DEBYE * (davies(I) - davies(I_REF)) * np.array([2, 4, 6])
        base, I = base_and_strength(pH, pk)
    return base, I


e = 1e-3
(base_hi, I_hi), (base_lo, I_lo) = base_with_activity(PH0 + e), base_with_activity(PH0 - e)
beta_I = (base_hi - base_lo) / (2 * e)
beta_I_electrode = (base_hi - base_lo) / (2 * e + DEBYE * (davies(I_hi) - davies(I_lo)))

# Neglected effect: dilution by titrant between pH 4.5 and 5.5
TITRANT = 1.0
free_hi = KW / 10**-5.5 - 10**-5.5
volume = (base_needed(5.5) - base_needed(4.5)) / (TITRANT - free_hi)
dilution = volume / (1 + volume)

# Neglected effect: warm bath, same assumed enthalpy for every dissociation step
T_BATH, ENTHALPY = 323.15, 5000.0
pK_shift = ENTHALPY / (const.R * LN10) * (1 / T_BATH - 1 / T0)
beta_warm = capacity(PH0, PKA + pK_shift)

# Neglected effect: divalent metal that binds the bare anion
METAL, K_METAL = 2.0e-3, 1.0e5


def metal_state(pH):
    n = np.arange(N + 1)
    terms = binding_coefficients(PKA) * 10.0 ** (-pH * n)

    def excess(m):
        return m + C_ACID * K_METAL * m / (terms.sum() + K_METAL * m) - METAL
    free = brentq(excess, 0.0, METAL, xtol=1e-18, rtol=1e-14)
    total = terms.sum() + K_METAL * free
    return free, terms / total, K_METAL * free / total


def base_with_metal(pH):
    h = 10.0 ** (-pH)
    p = metal_state(pH)[1]
    return KW / h - h + C_ACID * (N - np.dot(np.arange(N + 1), p))


beta_metal = (base_with_metal(PH0 + e) - base_with_metal(PH0 - e)) / (2 * e)
free_m, p_m, m_bar = metal_state(PH0)
n_vals = np.arange(N + 1)
n_bar = np.dot(n_vals, p_m)
var_n = np.dot(n_vals**2, p_m) - n_bar**2
cov_nm = -n_bar * m_bar            # the metal complex carries no proton
effective = var_n - cov_nm**2 / (m_bar * (1 - m_bar) + free_m / C_ACID)
assert effective > 0
assert abs(beta_metal / (water_capacity(PH0) + LN10 * C_ACID * effective) - 1) < 1e-4


def percent(value):
    return 100 * (value / beta0 - 1)


print("Model acid pKa:", *PKA, "; Kw =", KW, "(mol/L)^2")
print(f"Acid {1e3*C_ACID:.1f} mmol/L, salt {1e3*SALT:.0f} mmol/L, pH {PH0:.1f}")
p0 = fractions_by_loss(PH0, PKA)[::-1]
print("Binding terms B_n h^n, n=0..3:", *[f"{v:.4f}" for v in p0 / p0[0]])
print(f"Binding polynomial P: {1/p0[0]:.4f}")
print("Fractions p_n, n=0..3:", *[f"{v:.4f}" for v in p0])
print(f"Mean n: {mean0:.4f}; mean n^2: {var0 + mean0**2:.4f}; Var(n): {var0:.4f}")
print(f"Capacity, acid part: {1e3*LN10*C_ACID*var0:.3f} mmol/L per pH")
print(f"Capacity, water part: {1e3*water_capacity(PH0):.3f} mmol/L per pH")
print(f"Capacity, total: {1e3*beta0:.3f} mmol/L per pH")
print("Table, capacities in mmol/L per pH (last: titration-curve slope)")
print("  pH  mean n  Var(n)   acid   water   slope")
for pH, mean, var, acid, water, slope in table:
    print(f" {pH:.1f}  {mean:.4f}  {var:.4f}  {1e3*acid:6.3f}  {1e3*water:6.3f}  {1e3*slope:6.3f}")
print(f"Var(n) for pH 3 to 6: min {var_grid.min():.4f}, max {var_grid.max():.4f}")
print(f"Area under acid capacity / C: {area:.6f}")
print("Quasi-site pK:", *[f"{v:.4f}" for v in quasi_pK])
print(f"Sum q(1-q) at pH 5: quasi-sites {bell_sum(PH0, quasi_pK):.4f}, "
      f"with pKa instead {bell_sum(PH0, PKA):.4f}")
print(f"Random acids: {trials}; smallest -d<n>/dpH {smallest_slope:.2e}")
print(f"Random acids: largest gap to ln10*Var {worst_gap:.1e}")
print(f"Interacting sites at pH 5: microstate Var {float(micro_var):.4f}, "
      f"slope/ln10 {micro_slope/LN10:.4f}")
print(f"Cooperative acid, pKa 7 then 3, at pH 5: Var(n) {coop_var:.4f}")
print(f"Strong acid released: {1e3*release:.1f} mmol/L")
print(f"pH shift: from capacity {shift_linear:.4f}, full balance {shift_full:.4f}")
print("Neglected effects at pH 5 (capacity in mmol/L per pH, change in %)")
print(f"Ionic strength at pH 5: {1e3*I_REF:.1f} mmol/L; Debye A {DEBYE:.4f} (L/mol)^0.5")
print(f"Varying ionic strength: {1e3*beta_I:.3f}, {percent(beta_I):+.2f} %")
print(f"Same, activity pH scale: {1e3*beta_I_electrode:.3f}, {percent(beta_I_electrode):+.2f} %")
print(f"Dilution, pH 4.5 to 5.5, titrant {TITRANT:.1f} mol/L: C falls {100*dilution:.2f} %")
print(f"Bath at {T_BATH-273.15:.0f} C, {ENTHALPY/1e3:.0f} kJ/mol per step: pKa shift {pK_shift:+.4f}")
print(f"Warm bath: {1e3*beta_warm:.3f}, {percent(beta_warm):+.2f} %")
print(f"Metal {1e3*METAL:.1f} mmol/L, log10 K {np.log10(K_METAL):.1f}: "
      f"free metal {1e3*free_m:.4f} mmol/L")
print(f"With metal: Var(n) {var_n:.4f}, Cov(n,m) {cov_nm:.4f}, effective {effective:.4f}")
print(f"With metal: {1e3*beta_metal:.3f}, {percent(beta_metal):+.2f} %")
print("no test failed")
```

Printed output:

```
Model acid pKa: 3.0 4.5 6.0 ; Kw = 1e-14 (mol/L)^2
Acid 20.0 mmol/L, salt 100 mmol/L, pH 5.0
Binding terms B_n h^n, n=0..3: 1.0000 10.0000 3.1623 0.0316
Binding polynomial P: 14.1939
Fractions p_n, n=0..3: 0.0705 0.7045 0.2228 0.0022
Mean n: 1.1568; mean n^2: 1.6157; Var(n): 0.2776
Capacity, acid part: 12.783 mmol/L per pH
Capacity, water part: 0.023 mmol/L per pH
Capacity, total: 12.806 mmol/L per pH
Table, capacities in mmol/L per pH (last: titration-curve slope)
  pH  mean n  Var(n)   acid   water   slope
 2.0  2.9085  0.0837   3.853  23.026  26.879
 3.0  2.4766  0.2807  12.926   2.303  15.228
 4.0  1.8432  0.2776  12.783   0.230  13.013
 5.0  1.1568  0.2776  12.783   0.023  12.806
 6.0  0.5234  0.2807  12.926   0.002  12.928
 7.0  0.0915  0.0837   3.853   0.000   3.854
 8.0  0.0099  0.0098   0.452   0.002   0.454
Var(n) for pH 3 to 6: min 0.2649, max 0.3113
Area under acid capacity / C: 3.000000
Quasi-site pK: 3.0144 4.5000 5.9856
Sum q(1-q) at pH 5: quasi-sites 0.2776, with pKa instead 0.2750
Random acids: 400; smallest -d<n>/dpH 4.69e-07
Random acids: largest gap to ln10*Var 3.5e-07
Interacting sites at pH 5: microstate Var 0.3098, slope/ln10 0.3098
Cooperative acid, pKa 7 then 3, at pH 5: Var(n) 0.9950
Strong acid released: 1.0 mmol/L
pH shift: from capacity -0.0781, full balance -0.0772
Neglected effects at pH 5 (capacity in mmol/L per pH, change in %)
Ionic strength at pH 5: 155.2 mmol/L; Debye A 0.5106 (L/mol)^0.5
Varying ionic strength: 13.119, +2.45 %
Same, activity pH scale: 13.049, +1.90 %
Dilution, pH 4.5 to 5.5, titrant 1.0 mol/L: C falls 1.29 %
Bath at 50 C, 5 kJ/mol per step: pKa shift -0.0678
Warm bath: 12.571, -1.84 %
Metal 2.0 mmol/L, log10 K 5.0: free metal 0.0156 mmol/L
With metal: Var(n) 0.3696, Cov(n,m) -0.1034, effective 0.2511
With metal: 11.585, -9.53 %
no test failed
```
